# Why lithium can slow and chromium can speed nickel oxidation

**Why can a little monovalent lithium dissolved in a growing NiO scale slow the oxidation of nickel, while a little trivalent chromium speeds it up?**

The scale thickens because nickel ions cross it from the metal to the gas side, and they move by jumping into vacant nickel sites. The growth rate therefore depends on how many such sites there are. A vacancy carries negative charge relative to the perfect crystal, and in undoped NiO this charge is balanced by holes. A dopant of the wrong valence enters the same charge balance. Lithium brings negative charge, so the crystal needs fewer vacancies and more holes. Chromium brings positive charge, so it needs more vacancies and fewer holes. If holes are mobile enough not to hold up growth, the vacancy count decides the rate.

**The charge balance**

Effective charges are counted relative to the Ni(2+) ion that normally occupies the site. A vacancy counts $-2$, provided no hole is bound to it, as is assumed here. A hole counts $+1$, Li(+1) on a nickel site $-1$, and Cr(+3) on a nickel site $+1$. Let $v$ and $p$ be the numbers of vacancies and holes per cation site, and let brackets denote dopant fractions on the same scale. Neutrality requires $p+[\mathrm{Cr}]=2v+[\mathrm{Li}]$, or

$$p=2v+A,\qquad A=[\mathrm{Li}]-[\mathrm{Cr}].$$

This equation alone does not say whether vacancies or holes respond to a dopant. Equilibrium with oxygen settles that. Taking up half an O$_2$ molecule adds one oxygen ion to the crystal and creates one vacancy and two holes. Let $G$ be the free energy of this reaction at a reference pressure, apart from the mixing entropy of the defects, and let $P$ be the oxygen pressure divided by that reference. With temperature $T$ measured as an energy, the dilute free energy per cation site is, up to a constant,

$$g=v\left(G-\tfrac12T\ln P\right)+Tv(\ln v-1)+Tp(\ln p-1).$$

At fixed doping, $dp/dv=2$. Setting $dg/dv=0$ gives $G-\tfrac12T\ln P+T\ln v+2T\ln p=0$, hence

$$vp^2=\kappa,\qquad \kappa=P^{1/2}e^{-G/T}.$$

The product is fixed by the gas, so more holes mean fewer vacancies. To find the response to doping, differentiate $\ln v+2\ln p=\ln\kappa$ at fixed $\kappa$, with $dp=2\,dv+dA$:

$$\frac{dv}{v}+\frac{2(2\,dv+dA)}{p}=0
\quad\Longrightarrow\quad
\frac{dv}{dA}=-\frac{2v}{p+4v}.$$

The derivative is negative at any dilute doping level. Since each vacancy carries two charges, vacancies supply the share $4v/(p+4v)$ of the compensation and holes supply the remaining $p/(p+4v)$. In undoped oxide $p=2v$, so these shares are $2/3$ and $1/3$. The first lithium ions each remove one third of a vacancy, on average, and the first chromium ions each add one third.

**From vacancies to a growth rate**

The scale is taken to be compact, with local equilibrium at both interfaces and transport through the lattice. The dopants are immobile and uniformly distributed. Since new oxide forms at the gas side, this requires a supply of dopant there that keeps its fraction the same. Dopant supplied only by the metal would have to move through the scale, which is not modelled here. Let $x$ run from metal to gas, let $J$ be the outward nickel flux divided by the cation-site density, and let $\psi$ be the electric potential divided by $T$. Vacancies move inward with flux $-J$. Zero net current then requires a hole flux $-2J$. Drift and diffusion give

$$-J=-D_v\left(v'-2v\psi'\right),\qquad
-2J=-D_h\left(p'+p\psi'\right),$$

where $D_v$ and $D_h$ are the diffusivities and primes denote $d/dx$. Divide the first equation by $D_vv$. Divide the second by $D_hp$ and double it:

$$(\ln v)'-2\psi'=\frac{J}{D_vv},\qquad
2(\ln p)'+2\psi'=\frac{4J}{D_hp}.$$

Adding them removes the field. With $\kappa=vp^2$ now defined at each point inside the scale,

$$(\ln\kappa)'=J\left(\frac{1}{D_vv}+\frac{4}{D_hp}\right).$$

The two terms act as resistances in series, one for vacancies and one for holes. Solving for the flux gives

$$J=D_vv\,t_h(\ln\kappa)',\qquad
t_h=\frac{pD_h}{pD_h+4vD_v}.$$

Because the scale stores few vacancies, $J$ is nearly uniform across its thickness $X$. Each arriving nickel ion adds the volume of one cation site, so $dX/dt=J$. Integrating the flux equation from metal to gas gives

$$X\frac{dX}{dt}=k,\qquad
k=D_v\int_{\rm metal}^{\rm gas}v\,t_h\,d\ln\kappa.$$

For a scale that starts with zero thickness, $X^2=2kt$.

When holes are very mobile, $t_h\simeq1$ and the integral can be done in closed form. Along the scale $A$ is constant, so $dp=2\,dv$, and

$$v\,d\ln\kappa=dv+2v\frac{dp}{p}
=dv+(p-A)\frac{dp}{p}=3\,dv-A\,d\ln p.$$

Therefore

$$\frac{k}{D_v}=F=3(v_g-v_m)-A\ln\frac{p_g}{p_m},$$

where $g$ and $m$ denote the gas and metal sides.

The sign of the doping effect follows by differentiating $F=\int v\,d\ln\kappa$ between fixed limits. Using the vacancy response, and $d\ln\kappa=(p+4v)\,dv/(vp)$ at constant $A$,

$$\frac{dF}{dA}=-\int\frac{2v}{p+4v}\,d\ln\kappa
=-\int\frac{2\,dv}{p}=-\ln\frac{p_g}{p_m}<0.$$

The logarithm is positive because $p$ rises with $\kappa$ towards the gas. As long as holes are mobile enough that $t_h\simeq1$, more lithium thus lowers the rate and more chromium raises it throughout the dilute range, not merely for the first few ions.

**Three limits**

In undoped oxide, $4v^3=\kappa$ and $F=3(v_g-v_m)$. The factor 3 comes from the field: the flux is $J=D_vv(\ln\kappa)'=3D_vv'$, three times what the vacancy gradient alone would drive.

With heavy lithium doping, $A\gg2v$, the holes balance nearly all the lithium. Then $p\simeq A$ and $v\simeq\kappa/A^2$, so

$$F\simeq\int\frac{\kappa}{A^2}\,d\ln\kappa=\frac{\kappa_g-\kappa_m}{A^2}.$$

With heavy chromium doping, $|A|\gg p$, vacancies do the balancing, one for every two chromium ions. Then $v\simeq|A|/2$. Since $\ln\kappa$ changes by half as much as $\ln P$,

$$F\simeq\frac{|A|}{2}\ln\frac{\kappa_g}{\kappa_m}
=\frac{|A|}{4}\ln\frac{P_g}{P_m}.$$

**How large is the effect?**

Consider a model scale with round parameters, not fitted to measured NiO: $T=0.11$ eV, $G=2.9$ eV, $P_g=1$, $P_m=10^{-10}$ and $D_v=10^9$ Å$^2$/s. At the gas side $\kappa_g=e^{-2.9/0.11}=3.55\times10^{-12}$. At the metal side it is smaller by $\sqrt{10^{-10}}=10^{-5}$. The dopant fraction is $10^{-4}$, one ion per ten thousand cation sites.

Without dopant, $v_g=(\kappa_g/4)^{1/3}=9.611\times10^{-5}$ and $v_m=2.07\times10^{-6}$, so

$$F_0=3(9.611-0.207)\times10^{-5}=2.82\times10^{-4}.$$

With lithium, $v_g=6.599\times10^{-5}$ and $v_m=3.55\times10^{-9}$, while $p$ falls from $2.320\times10^{-4}$ at the gas side to $1.000\times10^{-4}$ at the metal side:

$$F_{\rm Li}=1.980\times10^{-4}-10^{-4}\ln\frac{2.320}{1.000}
=1.14\times10^{-4}.$$

With chromium, $A=-10^{-4}$, $v_g=1.320\times10^{-4}$ and $v_m=5.042\times10^{-5}$. The hole fractions are $1.640\times10^{-4}$ and $8.393\times10^{-7}$:

$$F_{\rm Cr}=3(13.20-5.04)\times10^{-5}
+10^{-4}\ln\frac{1.640\times10^{-4}}{8.393\times10^{-7}}
=7.72\times10^{-4}.$$

Multiplication by $D_v$ gives the rate constants:

- undoped: $2.82\times10^5$ Å$^2$/s, or $2.82\times10^{-11}$ cm$^2$/s;
- lithium: $1.14\times10^5$ Å$^2$/s, or $1.14\times10^{-11}$ cm$^2$/s, which is 0.40 of the undoped value;
- chromium: $7.72\times10^5$ Å$^2$/s, or $7.72\times10^{-11}$ cm$^2$/s, which is 2.74 times the undoped value.

Thickness varies as $\sqrt{k}$, so the contrast in thickness is milder. After $10^5$ s the three scales measure $2.38\times10^5$, $1.51\times10^5$ and $3.93\times10^5$ Å, or 23.8, 15.1 and 39.3 micron.

So small a dopant fraction matters because native defects are scarce too. At the gas side, lithium lowers the vacancy fraction by 31% and chromium raises it by 37%. At the metal side, lithium lowers it by a factor of about 580 and chromium raises it by a factor of about 24.

The two dopants do not have equal and opposite effects. The slope $|dF/dA|=\ln(p_g/p_m)$ is 3.84 in undoped oxide, 0.84 at the lithium doping used here and 5.28 at the chromium doping. Lithium lowers the ratio $p_g/p_m$ and so weakens the effect of further lithium; chromium raises this ratio and so strengthens the effect of further chromium, up to the heavy-doping slope $\tfrac14\ln(P_g/P_m)=5.76$. At a dopant fraction of $10^{-5}$ the rate ratios are 0.88 and 1.15, close to the linear estimate $1\mp3.84\times10^{-5}/F_0=1\mp0.14$. At $10^{-3}$ they are 0.0125 and 20.7, and the heavy-doping formulas reproduce the corresponding $F$ within 3%.

Treating the flux as uniform is a good approximation here. A moving-boundary calculation that retains vacancy storage, but neglects the vacancy content of newly added oxide, changes $k$ by less than one part in $10^4$ in these three cases. The vacancy and dopant sites in the newly added oxide give a further correction of the order of their site fractions, and the total stays below two parts in $10^4$.

**When does the rule fail?**

It fails if holes are slow enough. Differentiating the series resistance $1/(D_vv)+4/(D_hp)$ at fixed $\kappa$ gives $[2/(D_vv)-4/(D_hp)]/(p+4v)$ per unit of $A$, so lithium raises the local resistance only where $pD_h>2vD_v$. For the first ions in undoped oxide, where $p=2v$, the sign changes at $D_h=D_v$. When $pD_h\ll4vD_v$ throughout the scale, the hole resistance dominates the series sum and

$$k\simeq\frac{D_h}{4}\int p\,d\ln\kappa.$$

Since $dp/dA=1+2\,dv/dA=p/(p+4v)>0$, lithium now speeds growth and chromium slows it. With $D_h/D_v=0.01$ in the same model, the full expression gives 1.67 times the undoped rate for lithium and 0.70 times for chromium. The lithium scale is not hole-limited everywhere: at its metal side $pD_h/D_v=1.0\times10^{-6}$ exceeds $4v=1.4\times10^{-8}$, so the few remaining vacancies are the bottleneck there. The gain elsewhere still wins at this doping. More lithium makes vacancies the bottleneck over more of the scale, and at a lithium fraction of $3\times10^{-3}$ the rate has fallen to 0.27 of the undoped value. With $D_h/D_v=10^6$, by contrast, finite hole mobility changes $k$ by less than one part in $10^4$ in all three cases, and the original rule holds. Hot NiO is an electronic conductor and belongs to this second regime: a hole mobility of 0.1 to 1 cm$^2$/Vs, with the $T$ and $D_v$ used here, gives $D_h/D_v$ of about $10^5$ to $10^6$. The slow-hole case is hypothetical for NiO.

The argument also needs the dopants to stay dissolved, dilute and unassociated on nickel sites. For charged defects in NiO this is only roughly met even at fractions of $10^{-4}$. With a dielectric constant near 12, Debye-Hückel screening gives the vacancy an activity coefficient of about 0.3, and the Coulomb attraction of a vacancy to a chromium ion or a hole on a neighbouring site is about 0.8 eV, enough to bind a large share of them. Estimates with such screening or pairing keep the direction of both effects but change their size: binding chromium to vacancies with 0.8 eV lowers the chromium ratio from 2.74 to about 1.5. The ratios above are therefore those of the ideal model, not predictions for NiO. It does not describe chromium that has separated into spinel or chromia, since that chromium no longer dopes the NiO; if the new phase forms a continuous layer, growth also depends on transport through it. Nor does it describe a scale fed mainly along grain boundaries, where the lattice vacancy fraction no longer sets the nickel flux. The numerical output below gives the defect fractions, rates and checks for the cases discussed.

## Calculated quantities

```
thermal energy T = 0.11 eV
defect formation free energy G = 2.9 eV
oxygen pressure, gas side = 1 (relative)
oxygen pressure, metal side = 1e-10 (relative)
vacancy diffusivity D_v = 1.0e+09 angstrom^2/s
growth time = 1.0e+05 s
dopant site fraction = 1.0e-04
kappa, gas side = 3.5516e-12 (dimensionless)
kappa, metal side = 3.5516e-17 (dimensionless)
undoped: gas side v = 9.6114e-05, p = 1.9223e-04 (site fractions)
undoped: metal side v = 2.0707e-06, p = 4.1414e-06 (site fractions)
undoped: dv/dA at gas side = -0.3333
undoped: F = 2.8213e-04 (dimensionless)
undoped: k = 2.8213e+05 angstrom^2/s = 2.8213e-11 cm^2/s
undoped: thickness = 2.3754e+05 angstrom = 23.75 micron
undoped: k / k(undoped) = 1.0000
Li: gas side v = 6.5993e-05, p = 2.3199e-04 (site fractions)
Li: metal side v = 3.5510e-09, p = 1.0001e-04 (site fractions)
Li: dv/dA at gas side = -0.2661
Li: F = 1.1382e-04 (dimensionless)
Li: k = 1.1382e+05 angstrom^2/s = 1.1382e-11 cm^2/s
Li: thickness = 1.5088e+05 angstrom = 15.09 micron
Li: k / k(undoped) = 0.4034
Cr: gas side v = 1.3201e-04, p = 1.6402e-04 (site fractions)
Cr: metal side v = 5.0420e-05, p = 8.3928e-07 (site fractions)
Cr: dv/dA at gas side = -0.3815
Cr: F = 7.7230e-04 (dimensionless)
Cr: k = 7.7230e+05 angstrom^2/s = 7.7230e-11 cm^2/s
Cr: thickness = 3.9301e+05 angstrom = 39.30 micron
Cr: k / k(undoped) = 2.7374
undoped: dF/dA = -3.8376 (dimensionless)
dopant 1e-05: k ratio Li = 0.8803, Cr = 1.1467
dopant 1e-03: k ratio Li = 0.0125, Cr = 20.6955
dopant 1e-03, Li: F = 3.5267e-06, limit = 3.5515e-06
dopant 1e-03, Cr: F = 5.8388e-03, limit = 5.7565e-03
fast holes: D_h/D_v = 1e+06
fast holes: largest relative change of k = 3.5e-05
slow holes: D_h/D_v = 0.01
slow holes, undoped: F = 1.4036e-06, ratio to undoped = 1.0000
slow holes, Li: F = 2.3499e-06, ratio to undoped = 1.6742
slow holes, Cr: F = 9.8118e-07, ratio to undoped = 0.6990
largest relative error, equilibrium = 2.5e-04
largest relative error, transport = 7.7e-08
largest relative effect of vacancy storage = 4.5e-05
```
